# Why permittivity alone does not determine tunnelling at equal equivalent oxide thickness: verification in Python

```python
# RESULT UNDER TEST
# At equal equivalent oxide thickness (EOT), the low-bias tunnelling exponent is
#   S = (2 C / 3.9) EOT f,   f = k sqrt(m phi),   C = sqrt(2 m0 e)/hbar,
# and the resistance-area product is RA = (4 pi h/e^2) t^2 exp(S)/(1+S).
# k: relative permittivity; m: tunnelling mass / free-electron mass m0;
# phi: barrier above the Fermi level (eV); t = k EOT/3.9: film thickness (nm);
# V: voltage across the film. A tilted barrier changes the exponent.
# Electrodes: free-electron metals. Lengths in nm, energies in eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import digamma, expit

C = np.sqrt(2 * const.m_e * const.e) / const.hbar * 1e-9
G0 = const.e**2 / (np.pi * const.h)
KB = const.k / const.e
K_REF = 3.9
EOT = 1.0
E_FERMI = 5.0

# k, m, phi, band gap (eV), optical permittivity: rough or round inputs
films = {
    "R": (3.9, 0.5, 3.0, 9.0, 2.0),
    "A": (20.0, 0.2, 1.5, 6.0, 5.0),
    "B": (30.0, 0.1, 1.0, 5.0, 5.0),
    "C": (30.0, 0.2, 0.7, 4.0, 5.0),
}


def merit(k, m, phi):
    return k * np.sqrt(m * phi)


def action(m, t, phi, V):
    """WKB exponent of a flat or linearly tilted barrier."""
    p = np.maximum(phi, 0.0)
    if V == 0:
        return 2 * C * t * np.sqrt(m * p)
    return (4 * C * np.sqrt(m) * t / (3 * V)
            * (p**1.5 - np.maximum(p - V, 0.0)**1.5))


def resistance_area(k, m, phi, eot=EOT):
    """Closed WKB result in ohm cm^2."""
    t = k * eot / K_REF
    S = 2 * C / K_REF * eot * merit(k, m, phi)
    return 4 * t**2 * np.exp(S) / (G0 * (1 + S)) * 1e-14


def transmission(m, t, phi, V=0.0, q=0.0, slices=1):
    """Schroedinger transmission; psi and psi'/m are continuous."""
    t, q = np.broadcast_arrays(np.asarray(t, float), np.asarray(q, float))
    k_left = np.sqrt(C**2 * E_FERMI - q**2)
    k_right = np.sqrt(C**2 * (E_FERMI + V) - q**2)
    psi = np.ones(t.shape, complex)
    flux = 1j * k_right * psi
    d = t / slices
    for j in range(slices - 1, -1, -1):
        U = phi - V * (j + 0.5) / slices
        kap = np.sqrt(C**2 * m * U + q**2 + 1e-14j)
        ch, sh = np.cosh(kap * d), np.sinh(kap * d)
        psi, flux = (ch * psi - m * sh / kap * flux,
                     -kap * sh / m * psi + ch * flux)
    incident = 0.5 * (psi + flux / (1j * k_left))
    return k_right / k_left / np.abs(incident)**2


def schroedinger_ra(k, m, phi):
    """Conductance summed over transverse wave vectors, in ohm cm^2."""
    q = np.linspace(0, 0.999 * C * np.sqrt(E_FERMI), 5001)
    T = transmission(m, k * EOT / K_REF, phi, q=q)
    return 1e-14 / (G0 * np.trapezoid(q * T, q)) if hasattr(
        np, "trapezoid") else 1e-14 / (G0 * np.trapz(q * T, q))


def integrate(y, x):
    return np.sum((y[1:] + y[:-1]) * np.diff(x)) / 2


def current(m, t, phi, V, temperature):
    """Current density in A/cm^2, including emission over the barrier."""
    p = np.linspace(-2, 20, 44001)
    weight = np.exp(-action(m, t, p, V))
    pieces = (weight[1:] + weight[:-1]) * np.diff(p) / 2
    tail = np.append(np.cumsum(pieces[::-1])[::-1], 0.0)
    if temperature == 0:
        E = np.linspace(-V, 0, 2001)
        occupied = np.ones_like(E)
    else:
        E = np.linspace(-V - 1, phi + 1.5, 12001)
        kt = KB * temperature
        occupied = expit(-E / kt) - expit(-(E + V) / kt)
    transverse_sum = np.interp(phi - E, p, tail)
    return (G0 * C**2 * m / 2 * 1e14
            * integrate(occupied * transverse_sum, E))


def image_energy(z, t, k_opt):
    """Image energy between two metals at fractional position z."""
    coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
    return -coulomb / (k_opt * t) * (
        -(digamma(z) + digamma(1 - z)) / 4 - np.euler_gamma / 2)


# Flat barriers: wave-equation decay against the figure of merit.
eots = np.linspace(0.8, 2.4, 17)
for k, m, phi, gap, k_opt in films.values():
    T = transmission(m, k * eots / K_REF, phi)
    slope = np.polyfit(eots, -np.log(T), 1)[0]
    assert np.isclose(slope, 2 * C / K_REF * merit(k, m, phi), rtol=1e-3)

# Tilted barriers: 2 percent allows for interference at the exit face.
thick_eots = np.linspace(2, 8, 61)
for name, V in (("A", 0.5), ("C", 1.0)):
    k, m, phi = films[name][:3]
    T = transmission(m, k * thick_eots / K_REF, phi, V, slices=1500)
    slope = np.polyfit(thick_eots, -np.log(T), 1)[0]
    assert np.isclose(slope, action(m, k / K_REF, phi, V), rtol=0.02)

# Tilted-barrier closed form against direct quadrature of the decay rate.
for name, V in (("A", 0.8), ("B", 0.8), ("C", 0.8), ("C", 1.2)):
    k, m, phi = films[name][:3]
    t = k * EOT / K_REF
    end = t * min(1.0, phi / V)
    direct = quad(lambda x: 2 * C * np.sqrt(
        m * max(phi - V * x / t, 0.0)), 0, end)[0]
    assert np.isclose(direct, action(m, t, phi, V), rtol=1e-6)

# Closed resistance against the double energy integral at a small voltage.
for k, m, phi, gap, k_opt in films.values():
    numeric = 1e-3 / current(m, k * EOT / K_REF, phi, 1e-3, 0)
    assert np.isclose(numeric, resistance_area(k, m, phi), rtol=2e-3)

# Equal merit but doubled permittivity: the prefactor gives a factor of four.
j_low_k = current(0.2, 20 * EOT / K_REF, 1.5, 1e-3, 0)
j_high_k = current(0.1, 40 * EOT / K_REF, 0.75, 1e-3, 0)
assert np.isclose(j_low_k / j_high_k, 4.0, rtol=3e-3)

# A very thick film must approach Richardson emission with the film mass.
temperature = 358.0
richardson = (4 * np.pi * 0.2 * const.m_e * const.e * const.k**2
              / const.h**3 * temperature**2
              * np.exp(-0.7 / (KB * temperature)) * 1e-4)
assert np.isclose(current(0.2, 5e4, 0.7, 0.5, temperature),
                  richardson, rtol=0.02)

# Image energy: digamma form against the explicit sum over images.
n = np.arange(1, 200001)
z_test, t_test, k_test = 0.3, 5.0, 5.0
series = 1 / (4 * z_test) + 0.5 * np.sum(n / (n**2 - z_test**2) - 1 / n)
explicit = -(const.e / (4 * np.pi * const.epsilon_0) * 1e9
             / (k_test * t_test) * series)
assert np.isclose(image_energy(z_test, t_test, k_test), explicit, rtol=1e-6)

# Higher permittivity can lose, also in the full wave-equation conductance.
wave_ra = {name: schroedinger_ra(*p[:3]) for name, p in films.items()}
assert films["B"][0] > films["A"][0] and wave_ra["B"] < wave_ra["A"]
for name, p in films.items():
    ratio = resistance_area(*p[:3]) / wave_ra[name]
    assert 1.0 < ratio < 4.001

# Bias reverses the transmission order of films A and C.
T_bias = {}
for name in ("A", "C"):
    k, m, phi = films[name][:3]
    for V in (0.0, 0.8):
        T_bias[name, V] = float(transmission(
            m, k * EOT / K_REF, phi, V, slices=1500))
assert T_bias["C", 0.0] < T_bias["A", 0.0]
assert T_bias["C", 0.8] > T_bias["A", 0.8]


def exponent_gap(V):
    values = []
    for name in ("A", "C"):
        k, m, phi = films[name][:3]
        values.append(action(m, k * EOT / K_REF, phi, V))
    return values[1] - values[0]


def log_current_gap(V):
    values = []
    for name in ("A", "C"):
        k, m, phi = films[name][:3]
        values.append(np.log(current(m, k * EOT / K_REF, phi, V, 0)))
    return values[1] - values[0]


V_exponent = brentq(exponent_gap, 0.01, 0.8)
V_current = brentq(log_current_gap, 0.02, 0.8)

print(f"EOT = {EOT:.1f} nm; reference k = {K_REF:.1f}")
print(f"Electrode Fermi energy = {E_FERMI:.1f} eV")
print(f"C = {C:.4f} nm^-1 eV^-1/2")
print(f"Exponent per unit f = {2*C*EOT/K_REF:.4f} eV^-1/2")
print("Inputs: k, m/m0, phi (eV), gap (eV), optical k")
for name, p in films.items():
    print(f"{name}: {p[0]:.1f}, {p[1]:.1f}, {p[2]:.1f}, {p[3]:.1f}, {p[4]:.1f}")
print("Thickness t (nm), kappa (nm^-1), f (eV^1/2), exponent S")
for name, p in films.items():
    k, m, phi = p[:3]
    t = k * EOT / K_REF
    print(f"{name}: {t:.3f}, {C*np.sqrt(m*phi):.3f}, "
          f"{merit(k, m, phi):.3f}, {action(m, t, phi, 0):.2f}")
print("Low-bias RA (ohm cm^2): WKB, full wave equation")
for name, p in films.items():
    print(f"{name}: {resistance_area(*p[:3]):.3e}, {wave_ra[name]:.3e}")
ra_ratio = resistance_area(*films["A"][:3]) / resistance_area(*films["B"][:3])
need_k = films["A"][0] * np.sqrt(
    films["A"][1] * films["A"][2] / (films["B"][1] * films["B"][2]))
print(f"WKB RA ratio A/B = {ra_ratio:.2f}")
print(f"Wave-equation RA ratio A/B = {wave_ra['A']/wave_ra['B']:.2f}")
print(f"k needed by B for equal f with A = {need_k:.2f}")
print(f"A-C exponent crossover = {V_exponent:.3f} V")
print(f"A-C zero-temperature current crossover = {V_current:.3f} V")
print("Exponent at 0.8 V; field (MV/cm); rough breakdown 30/sqrt(k) (MV/cm)")
for name, p in films.items():
    k, m, phi = p[:3]
    t = k * EOT / K_REF
    print(f"{name}: {action(m, t, phi, 0.8):.2f}; "
          f"{0.8/t*10:.2f}; {30/np.sqrt(k):.1f}")
print("Current (A/cm^2) at 0, 300, 358 K")
for V in (0.05, 0.8):
    for name in ("A", "B", "C"):
        k, m, phi = films[name][:3]
        j = [current(m, k * EOT / K_REF, phi, V, T) for T in (0, 300, 358)]
        print(f"{name}, {V:.2f} V: {j[0]:.2e}, {j[1]:.2e}, {j[2]:.2e}")
print("Low-bias S with image force; S with two-band dispersion")
z = (np.arange(20000) + 0.5) / 20000
for name, (k, m, phi, gap, k_opt) in films.items():
    t = k * EOT / K_REF
    lowered = np.maximum(phi + image_energy(z, t, k_opt), 0)
    image_S = 2 * C * t * np.mean(np.sqrt(m * lowered))
    two_band_S = 2 * C * t * np.sqrt(m * phi * (1 - phi / gap))
    print(f"{name}: {image_S:.2f}; {two_band_S:.2f}")
k, m, phi = films["A"][:3]
mass_factor = resistance_area(k, m, phi) / resistance_area(k, 0.9*m, phi)
print(f"A: RA falls by factor {mass_factor:.2f} if m is 10 percent lower")
print("success")
```

Output:

```
EOT = 1.0 nm; reference k = 3.9
Electrode Fermi energy = 5.0 eV
C = 5.1232 nm^-1 eV^-1/2
Exponent per unit f = 2.6273 eV^-1/2
Inputs: k, m/m0, phi (eV), gap (eV), optical k
R: 3.9, 0.5, 3.0, 9.0, 2.0
A: 20.0, 0.2, 1.5, 6.0, 5.0
B: 30.0, 0.1, 1.0, 5.0, 5.0
C: 30.0, 0.2, 0.7, 4.0, 5.0
Thickness t (nm), kappa (nm^-1), f (eV^1/2), exponent S
R: 1.000, 6.275, 4.777, 12.55
A: 5.128, 2.806, 10.954, 28.78
B: 7.692, 1.620, 9.487, 24.92
C: 7.692, 1.917, 11.225, 29.49
Low-bias RA (ohm cm^2): WKB, full wave equation
R: 6.748e-05, 1.771e-05
A: 9.040e+03, 2.395e+03
B: 4.943e+02, 1.432e+02
C: 4.043e+04, 1.033e+04
WKB RA ratio A/B = 18.29
Wave-equation RA ratio A/B = 16.72
k needed by B for equal f with A = 34.64
A-C exponent crossover = 0.119 V
A-C zero-temperature current crossover = 0.364 V
Exponent at 0.8 V; field (MV/cm); rough breakdown 30/sqrt(k) (MV/cm)
R: 11.67; 8.00; 15.2
A: 24.51; 1.56; 6.7
B: 18.91; 1.04; 5.5
C: 17.20; 1.04; 5.5
Current (A/cm^2) at 0, 300, 358 K
A, 0.05 V: 5.58e-06, 6.18e-06, 6.46e-06
B, 0.05 V: 1.03e-04, 1.22e-04, 1.33e-04
C, 0.05 V: 1.29e-06, 8.65e-06, 6.02e-04
A, 0.80 V: 6.41e-04, 7.32e-04, 7.77e-04
B, 0.80 V: 4.00e-02, 5.49e-02, 6.70e-02
C, 0.80 V: 7.85e-02, 5.98e-01, 1.81e+00
Low-bias S with image force; S with two-band dispersion
R: 9.08; 10.25
A: 27.04; 24.92
B: 23.41; 22.29
C: 27.08; 26.79
A: RA falls by factor 4.16 if m is 10 percent lower
success
```
